Cholesky factorization of RPA pair integrals with a trace error bound

**What form can an error bound take?**

The direct random-phase approximation (RPA) builds its correlation energy from two kinds of input, both with the dimension of energy. One is the set of orbital gaps Δ_ia = ε_a − ε_i, with i occupied and a virtual. The other is the matrix of pair repulsions

K_{ia,jb} = (ia|jb) = ∫∫ φ_i(r)φ_a(r) φ_j(r′)φ_b(r′) / |r−r′| dr dr′.

Suppose K is replaced by a cheaper matrix K̃, with residual R = K − K̃, and we want an error bound linear in R. Such a bound has the form Tr(CR). By dimensions, C is dimensionless and can depend only on ratios of these energies. A mere change of basis does not restrict C, since C and R transform together, and a bound of this kind that uses the directions of R appears below. The simplest bound, however, uses nothing about those directions: with C held fixed, it gives the same value for R and for UᵀRU, for every orthogonal U. Then UCUᵀ = C for every U, which forces C to be a multiple of the unit matrix. Hence

error ≤ f · Tr R,

with f a dimensionless function of the coupling strength. It remains to find f and, first, the kind of approximation for which the statement makes sense. A trace measures the size of a matrix only if no negative eigenvalues can cancel positive ones, so R must be semidefinite. The case treated here is positive semidefinite R, written R ⪰ 0. This requirement shapes the algorithm.

Atomic units are used in the algebra. The reference is closed-shell, the orbitals are real, and all gaps are positive. A single index p or q stands for a pair ia, N is the number of pairs, and Δ also denotes the diagonal matrix of gaps.

**The naive truncation**

With N pairs, K has N² elements. The obvious economy is to discard those below a threshold. If only off-diagonal elements are dropped, R has zero diagonal and Tr R = 0, although R ≠ 0. The trace then says nothing about the error.

The damage can be worse. Take three pairs with equal gap Δ, self-repulsion k, and

K₁₂ = K₂₃ = kc, K₁₃ = k(2c² − 1), c = cos θ.

These are the scalar products of three vectors of length √k in a plane, at angles 0, θ and 2θ, so K ⪰ 0. When c is slightly above 1/√2, K₁₃ is small. Dropping it leaves a matrix with eigenvalues k and k(1 ± √2 c), the lowest of which is negative. The truncated interaction contains a charge fluctuation that attracts itself. As shown below, the squared excitation energies are the eigenvalues of Δ² + 4Δ^{1/2}KΔ^{1/2}. The lowest is now Δ² − 4Δk(√2 c − 1), which is negative if 4k(√2 c − 1) > Δ, and the energy then becomes complex. Since K₁₃ = k(√2 c − 1)(√2 c + 1), this happens only if the dropped element exceeds Δ/2: it is small compared with k, not with the gap. For smaller dropped elements the energy stays real, but the interaction has still lost its positivity.

The true K cannot do this. For any vector x, the combination u = Σ_p x_p φ_iφ_a is a real charge density, and in Fourier space

xᵀKx = (u|u) = (1/2π²) ∫ |û(k)|²/k² dk ≥ 0.

So K is a matrix of scalar products in the Coulomb metric. An approximation that projects the densities, instead of deleting matrix elements, keeps this structure.

**Removing one density at a time**

Let R be the current residual, initially K, and choose a pair p with R_pp > 0. Subtract the part of every density that lies along density p:

R′ = R − R_{:,p} R_{p,:} / R_pp.

To see that R′ ⪰ 0, add an amount t of the unit vector e_p to x:

(x + t e_p)ᵀ R (x + t e_p) = xᵀRx + 2t (Rx)_p + t² R_pp.

The minimum over t is at t = −(Rx)_p/R_pp, and its value is xᵀRx − (Rx)_p²/R_pp = xᵀR′x. A minimum of non-negative numbers is non-negative. Repeating the step shows that xᵀRx after m steps is the smallest Coulomb self-energy obtainable by adding any combination of the m selected densities to u. The selected pair densities therefore act as an auxiliary basis made by the molecule itself.

Only the diagonal d of R has to be carried along. The algorithm is:

1. Set d_q = K_qq for all q, with L empty.
2. Choose p with the largest d_p.
3. Form ℓ = (K_{:,p} − L L_{p,:}ᵀ)/√d_p and append it to L.
4. Replace d_q by d_q − ℓ_q².
5. Stop when T = Σ_q d_q ≤ τ; otherwise return to 2.

At every stage K = LLᵀ + R and T = Tr R. Since R ⪰ 0 implies |R_pq| ≤ √(R_pp R_qq), no element of R exceeds the largest d in magnitude, whatever pivots are chosen. Taking the largest d_p makes the divisor √d_p as large as the current residual allows and sets that largest diagonal element to zero. It is a greedy choice and need not give the shortest factorization.

The full K is never required. For p = jb, the needed column is a Coulomb-matrix build with a transition density,

K_{ia,jb} = Σ_{μν} C_μi C_νa Σ_{λσ} (μν|λσ) P_λσ, P = ½(c_j c_bᵀ + c_b c_jᵀ).

The symmetrized P may be used because (μν|λσ) does not change when λ and σ are exchanged. The starting diagonal needs one exchange-type build per occupied orbital i: form (iν|iσ) = Σ_{μλ} (μν|λσ) C_μi C_λi, and then K_{ia,ia} = Σ_{νσ} C_νa C_σa (iν|iσ) for every a.

**The energy as a function of K**

In the direct RPA the interaction between excitations is purely Coulombic, so K couples spin-up and spin-down pairs with the same strength. In the combinations (↑ ± ↓)/√2 it becomes 2K and 0. The singlet channel has A = Δ + 2K and B = 2K, with the RPA equations

AX + BY = ΩX, −BX − AY = ΩY.

Adding and subtracting them gives

(A − B)(X − Y) = Ω(X + Y), (A + B)(X + Y) = Ω(X − Y).

Here A − B = Δ and A + B = Δ + 4K. Eliminating X − Y gives Δ(Δ + 4K)(X + Y) = Ω²(X + Y). With X + Y = Δ^{1/2}Z this becomes the symmetric problem

MZ = Ω²Z, M = Δ² + 4Δ^{1/2}KΔ^{1/2}.

The direct-RPA correlation energy is defined as ½(ΣΩ − Tr A) summed over channels: the zero-point energy of the coupled oscillators less its value through first order in K. The triplet channel has Ω = Δ and Tr A = Tr Δ, so it contributes nothing. Therefore

E[K] = ½ Tr(M^{1/2} − Δ − 2K).

**From residual to energy error**

Let S = M^{1/2}. Differentiating S² = M gives S dS + dS S = dM. Multiplying by S⁻¹ and taking the trace gives 2 Tr dS = Tr(S⁻¹dM). With dM = 4Δ^{1/2} dK Δ^{1/2},

dE = ½ · ½ · 4 Tr(M^{−1/2}Δ^{1/2} dK Δ^{1/2}) − Tr dK = −Tr(G dK),

G[K] = 1 − Δ^{1/2}M^{−1/2}Δ^{1/2}.

The size of G follows from an ordering argument. If A ⪰ B and B is positive definite, then B^{−1/2}AB^{−1/2} ⪰ 1. Its inverse is therefore ⪯ 1, which means A⁻¹ ⪯ B⁻¹. Since

M^{−1/2} = (2/π) ∫₀^∞ (M + ω²)⁻¹ dω,

M^{−1/2} also decreases when M grows. Now M ⪰ Δ², so M^{−1/2} ⪯ Δ⁻¹ and Δ^{1/2}M^{−1/2}Δ^{1/2} ⪯ 1. The latter matrix is also positive. Hence 0 ⪯ G ⪯ 1, and G grows with K.

Follow the straight path K(t) = LLᵀ + tR from t = 0 to 1. Integrating dE gives

E[LLᵀ] − E[K] = ∫₀¹ Tr(G[K(t)] R) dt.

Because R ⪰ 0 and G grows along the path,

0 ≤ Tr(G[LLᵀ]R) ≤ E[LLᵀ] − E[K] ≤ Tr(G[K]R) ≤ T.

The truncated energy lies above the full one, and each new vector lowers it or leaves it unchanged. The missing densities are fluctuations that have not been allowed to correlate.

The factor in front of T can be sharpened. Let κ be an upper bound on the largest eigenvalue of Δ^{−1/2}KΔ^{−1/2}, so that K ⪯ κΔ. Then M ⪯ (1 + 4κ)Δ², hence Δ^{1/2}M^{−1/2}Δ^{1/2} ⪰ (1 + 4κ)^{−1/2}, and

E[LLᵀ] − E[K] ≤ f T, f = 1 − (1 + 4κ)^{−1/2}.

This is the form required at the outset. The full K is not needed to find a valid κ. The largest eigenvalue of a sum is at most the sum of the largest eigenvalues, and that of Δ^{−1/2}RΔ^{−1/2} is at most its trace Σ_p R_pp/Δ_p ≤ T/Δ_min. So one may take

κ = λ_max(Δ^{−1/2}LLᵀΔ^{−1/2}) + T/Δ_min.

A single pair with repulsion k shows the two limits. If its only vector is discarded, then T = k, and with x = k/Δ the ratio of error to trace is

−E/k = 1 − [√(1 + 4x) − 1]/(2x).

For small x this tends to x, since correlation begins at second order in the repulsion. For large x it tends to 1, so no universal prefactor below 1 exists. At x = 0.01, 1 and 10⁶ the computed ratios are 0.0098, 0.382 and 0.999.

If a gap closes while T stays finite and nonzero, the computable κ above diverges, f tends to 1, and the estimate fT becomes no better than the plain bound T. The largest eigenvalue of Δ^{−1/2}KΔ^{−1/2}, which is at least K_pp/Δ_p, diverges as well unless the self-repulsion of that pair vanishes at least as fast as its gap. In that exceptional case, using Σ_p R_pp/Δ_p itself in place of T/Δ_min keeps the computable κ finite. If exchange is added to the RPA interaction, A − B is no longer Δ and this proof does not apply. The bound also assumes that orbitals and orbital energies are unchanged by the factorization.

**Using the short factor for the energy**

Diagonalizing M would waste the reduction from N to m. Instead use

∫₀^∞ ln[(Ω² + ω²)/(Δ² + ω²)] dω = π(Ω − Δ),

which holds because both sides vanish at Ω = Δ and have the same derivative π with respect to Ω. Summed over all excitations, the logarithm becomes

ln det[1 + 4(Δ² + ω²)⁻¹Δ^{1/2}LLᵀΔ^{1/2}] = ln det(1 + Q),

Q(ω) = 4LᵀΔ(Δ² + ω²)⁻¹L.

The step uses det(1 + XY) = det(1 + YX) and the fact that diagonal matrices commute. Since ∫₀^∞ Δ/(Δ² + ω²) dω = π/2, the integral of Tr Q is 2π Tr LᵀL, which supplies the first-order term:

E[LLᵀ] = (1/2π) ∫₀^∞ Tr[ln(1 + Q) − Q] dω.

Q is m × m. Forming it costs of order Nm² operations per frequency, and its eigenvalues cost of order m³.

**The same yardstick for fitting sets**

A preoptimized fitting set supplies functions χ_P chosen in advance for each element. With J_PQ = (P|Q) and C_{P,ia} = (P|ia), the fit that minimizes the Coulomb self-energy of its own error has coefficients J⁻¹C. The scalar products of the fit errors are

K − CᵀJ⁻¹C − CᵀJ⁻¹C + CᵀJ⁻¹JJ⁻¹C = K − CᵀJ⁻¹C.

This residual is positive semidefinite, so the whole error analysis carries over with K̃ = CᵀJ⁻¹C. The two methods differ in where their auxiliary densities come from and in how they can be improved: Cholesky by lowering τ, a given fitting set by enlarging or replacing it.

There is also a floor for both. Let K̃ have rank m and R ⪰ 0. On the null space of K̃, of dimension at least N − m, R acts as K does. Hence Tr R is at least the trace of K on that space, which is at least the sum of the N − m smallest eigenvalues of K. Keeping the m leading eigenvectors of K attains this minimum. They can be found from the full matrix or iteratively from products Kx, each of which is a Coulomb-matrix build.

**One water molecule**

The example uses O–H bonds of 0.96 angstrom, an angle of 104.5 degrees, PBE orbitals in the cc-pVTZ basis, and a frozen oxygen 1s orbital. Four occupied and 53 virtual orbitals give N = 4 × 53 = 212 pairs. All errors below are relative to the unfactorized RPA energy in this basis, −10.977 eV (−0.4034 hartree). They do not include basis-set error or the error of the RPA itself. The basis-set error is far larger than any of them: in cc-pVDZ the same energy is −8.318 eV, about 2.7 eV higher, and the coupling κ given next is 0.515 instead of 0.556.

The full matrix has κ = 0.556, so f = 1 − 1/√(1 + 4 × 0.556) = 0.443. The largest eigenvalue of G is 0.426, just below it. The Cholesky runs gave:

τ = 10 eV: 66 vectors, T = 9.61 eV, error 0.359 eV
τ = 1 eV: 102 vectors, T = 0.983 eV, error 0.0308 eV
τ = 0.1 eV: 124 vectors, T = 0.0916 eV, error 0.0032 eV
τ = 0.01 eV: 145 vectors, T = 0.0094 eV, error 0.00025 eV

The eigenvalue optimum for these tolerances is 54, 89, 114 and 133 vectors, so the greedy choice costs 10 to 13 extra. In the second run the computable factor is 0.486, and the bound fT is 0.477 eV, about 16 times the true error.

The sandwich locates this slack. In that run Tr(G[LLᵀ]R) = 0.0300 eV and Tr(G[K]R) = 0.0315 eV enclose the error closely. The average of G, weighted by the residual, is thus about 0.0308/0.983 = 0.03, far below its largest eigenvalue. On average, the energy responds to the discarded part of K much more weakly than the factor f allows for. To first order in K, the relation S² = M gives S_pq = Δ_pδ_pq + 4√(Δ_pΔ_q)K_pq/(Δ_p + Δ_q), and inverting S to the same order gives

G_pq ≈ 4K_pq/(Δ_p + Δ_q).

Weak repulsion and large gaps both make G small. At the coupling strength of water this first-order form is only a qualitative guide. Its average over the 102-vector residual is 0.045, against 0.032 for G[K], and its largest eigenvalue is 1.06, against 0.426. The calculation does not separate their shares.

Now the fitting sets. The cc-pVTZ-RI set has 141 functions, a residual trace of 0.405 eV and an energy error of 0.0031 eV. Cholesky reaches the same trace with 112 vectors and the same energy error with 125. The cc-pVTZ-JKFIT set has 139 functions, a trace of 2.39 eV and an error of 0.0197 eV; the matching Cholesky ranks are 88 and 106. At equal energy error, Cholesky is therefore shorter by 16/141 = 11% and 33/139 = 24%. These percentages belong to this molecule and basis. In cc-pVDZ, where the 84 functions of cc-pVDZ-RI outnumber the 76 pairs, 51 vectors match its energy error, a saving of 39%. At equal length, 141 vectors, its error is 0.00035 eV, about one ninth of that of the RI set.

The two criteria give different ranks because trace does not determine error. For the RI set, error divided by trace is 0.0031/0.405 = 0.008, and for JKFIT it is also 0.008, against about 0.03 for Cholesky. By the integral formula, the fitting residuals lie in directions where G is smaller still. A possible reason is that atom-centred sets mainly miss densities belonging to pairs with large gaps; this is a conjecture that the calculation does not examine. A comparison by trace alone would overstate the advantage of Cholesky here.

Nor is rank the same as cost. Fitting needs two- and three-index integrals, whereas each Cholesky vector needs a column of four-index integrals. The shorter factor pays off in the later steps, whose cost grows with m.

**Larger systems and energy differences**

For two distant molecules the repulsion trace is additive, so a fixed error per molecule calls for τ proportional to their number. With 0.01 eV per molecule in the cc-pVDZ basis, one water has 76 pairs and needs 62 vectors. Two waters 5 angstrom apart have 304 pairs and need 124. The pair count grows fourfold and the rank twofold, as does the cc-pVDZ-RI set, from 84 to 168 functions. In terms of orbitals localized on each molecule, the additional pairs join different molecules, and their product densities vanish as the separation grows. This explains why the number of significant eigenvalues of K, which such a rotation of the orbitals leaves unchanged, roughly doubles. The greedy rank was obtained in canonical orbitals and depends on that choice, so its exact doubling is an observation for this example, not a derived result. This single distance does not settle what happens at close contact.

The one-sided sign of the error does not survive subtraction. If systems 1 and 2 have bounds f₁T₁ and f₂T₂, the error of E₁ − E₂ lies between −f₂T₂ and f₁T₁. Cancellation may make it smaller, but the bound does not promise that, so τ has to be set by the accuracy wanted in the difference. The numerical check asserts the sandwich and the bound fT for the four cc-pVTZ Cholesky runs, the bound fT for the two fitting sets, and the plain bound 0 ≤ error ≤ T for the cc-pVDZ monomer and dimer. It does not test energy differences.

Numbers as computed

```
Water: O-H 0.96 angstrom, angle 104.5 degrees
PBE orbitals, cc-pVTZ, O 1s frozen
Occupied, virtual orbitals, pairs: 4, 53, 212
Smallest orbital gap: 6.999 eV
Trace of (ia|jb): 162.076 eV
Unfactorized RPA correlation energy: -10.97687 eV = -0.403392 hartree
Largest eigenvalue of scaled K (kappa): 0.5559
Largest eigenvalue of G[K]: 0.4256
Cholesky runs, one block per trace tolerance:
 tolerance 10 eV: rank 66, eigenvalue optimum 54
  residual trace 9.612185 eV, true error 0.3585525 eV
  factor f 0.6609, sharper bound 6.352780 eV
  Tr(G[LL^T]R) 0.3043351 eV, Tr(G[K]R) 0.4116145 eV
 tolerance 1 eV: rank 102, eigenvalue optimum 89
  residual trace 0.982595 eV, true error 0.0307655 eV
  factor f 0.4858, sharper bound 0.477385 eV
  Tr(G[LL^T]R) 0.0299971 eV, Tr(G[K]R) 0.0315320 eV
 tolerance 0.1 eV: rank 124, eigenvalue optimum 114
  residual trace 0.091557 eV, true error 0.0031913 eV
  factor f 0.4475, sharper bound 0.040971 eV
  Tr(G[LL^T]R) 0.0031795 eV, Tr(G[K]R) 0.0032032 eV
 tolerance 0.01 eV: rank 145, eigenvalue optimum 133
  residual trace 0.009399 eV, true error 0.0002491 eV
  factor f 0.4435, sharper bound 0.004168 eV
  Tr(G[LL^T]R) 0.0002490 eV, Tr(G[K]R) 0.0002492 eV
Preoptimized fitting sets, same molecule and orbitals:
 cc-pvtz-ri: 141 functions, residual trace 0.405182 eV
  true error 0.0030809 eV, sharper bound 0.187202 eV
  Cholesky rank at equal trace 112, at equal energy error 125
  eigenvalue optimum at equal trace 101
  Cholesky with 141 vectors: trace 0.013635 eV, error 0.0003476 eV
 cc-pvtz-jkfit: 139 functions, residual trace 2.392982 eV
  true error 0.0196848 eV, sharper bound 1.276176 eV
  Cholesky rank at equal trace 88, at equal energy error 106
  eigenvalue optimum at equal trace 74
  Cholesky with 139 vectors: trace 0.016912 eV, error 0.0003952 eV
Size test, cc-pVDZ, waters 5.0 angstrom apart, tolerance 0.01 eV per molecule:
 1 water: pairs 76, Cholesky rank 62, cc-pVDZ-RI functions 84, error 0.0003633 eV
 2 water: pairs 304, Cholesky rank 124, cc-pVDZ-RI functions 168, error 0.0007234 eV
One-pair model, error divided by residual trace:
 K/gap = 0.01: 0.00980
 K/gap = 1: 0.38197
 K/gap = 1e+06: 0.99900
```
